# Natural transition orbitals: the most compact hole-particle form of CIS states: a numerical check

```python
# Result under test: for a normalized singlet CIS state with amplitudes X[i,a],
# the singular value decomposition X = U diag(sigma) V^T gives hole-particle
# pairs (natural transition orbitals, NTOs) with weights lambda = sigma^2 that
# sum to one, and no other set of r pairs captures more of the state than the
# r largest weights.
# Symbols: i = occupied orbital, a = virtual orbital, h = one-electron matrix,
# G = site-site repulsion, C = orbital coefficients. Hartree atomic units.
import numpy as np
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)

# ---------- model: two unlike dimers on a line ----------
position = np.array([0.0, 2.5, 7.5, 10.0])
U_site = 0.4
hop_1, hop_between, hop_2 = -0.10, -0.03, -0.11
n_site, n_occ = 4, 2
distance = np.abs(position[:, None] - position[None, :])
G = 1.0 / np.sqrt(distance**2 + U_site**-2)
h = np.zeros((n_site, n_site))
for site, hop in enumerate((hop_1, hop_between, hop_2)):
    h[site, site + 1] = h[site + 1, site] = hop
h -= np.diag(G.sum(axis=1) - np.diag(G))   # attraction by the other cores


def fock(P):
    return h + np.diag(G @ np.diag(P)) - 0.5 * P * G


# ---------- restricted Hartree-Fock ----------
C = np.linalg.eigh(h - np.diag(np.diag(h)))[1]
P = 2 * C[:, :n_occ] @ C[:, :n_occ].T
for _ in range(1000):
    C = np.linalg.eigh(fock(P))[1]
    P = 0.5 * P + C[:, :n_occ] @ C[:, :n_occ].T
eps, C = np.linalg.eigh(fock(P))
for p in range(n_site):                     # fix the arbitrary signs
    C[:, p] *= np.sign(C[np.argmax(np.abs(C[:, p])), p])
P_final = 2 * C[:, :n_occ] @ C[:, :n_occ].T
assert np.max(np.abs(P_final - P)) < 1e-10
occ, vir = C[:, :n_occ], C[:, n_occ:]
E_HF = 0.5 * np.sum(P_final * (h + fock(P_final)))

# ---------- singlet CIS matrix from the orbital formula ----------
n_vir = n_site - n_occ
ia_jb = np.einsum("mi,ma,mn,nj,nb->iajb", occ, vir, G, occ, vir)
ij_ab = np.einsum("mi,mj,mn,na,nb->iajb", occ, occ, G, vir, vir)
gaps = (eps[None, n_occ:] - eps[:n_occ, None]).ravel()
A = np.diag(gaps) + (2 * ia_jb - ij_ab).reshape(n_occ * n_vir, -1)
omega, vectors = np.linalg.eigh(A)
X = vectors[:, 0].reshape(n_occ, n_vir)
X = X * np.sign(X.flat[np.argmax(np.abs(X))])

# ---------- NTOs ----------
U, sigma, Vt = np.linalg.svd(X)
V = Vt.T
for k in range(2):                          # joint sign of a pair is free
    sign = np.sign(U[np.argmax(np.abs(U[:, k])), k])
    U[:, k] *= sign
    V[:, k] *= sign
lam = sigma**2
hole, particle = occ @ U, vir @ V

# ---------- independent road: complete Fock space of the four sites ----------
n_mode = 2 * n_site
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    op = np.eye(1)
    for m in range(n_mode):
        factor = parity if m < mode else lower if m == mode else np.eye(2)
        op = np.kron(op, factor)
    return op


ann = [[annihilator(2 * m + s) for s in range(2)] for m in range(n_site)]
number = [sum(ann[m][s].T @ ann[m][s] for s in range(2))
          for m in range(n_site)]
H = np.zeros((2**n_mode, 2**n_mode))
for m in range(n_site):
    for n in range(n_site):
        if h[m, n] != 0.0:
            for s in range(2):
                H += h[m, n] * ann[m][s].T @ ann[n][s]
        H += 0.5 * G[m, n] * number[m] @ number[n]
    H -= 0.5 * G[m, m] * number[m]


def orbital_annihilator(orbital, spin):
    return sum(orbital[m] * ann[m][spin] for m in range(n_site))


def closed_shell(orbitals):
    state = np.zeros(2**n_mode)
    state[0] = 1.0
    for orbital in orbitals.T:
        for s in range(2):
            state = orbital_annihilator(orbital, s).T @ state
    return state


def singlet_pair(hole_orbital, particle_orbital, reference):
    total = np.zeros_like(reference)
    for s in range(2):
        removed = orbital_annihilator(hole_orbital, s) @ reference
        total += orbital_annihilator(particle_orbital, s).T @ removed
    return total / np.sqrt(2)


ref = closed_shell(occ)
S = np.array([singlet_pair(occ[:, i], vir[:, a], ref)
              for i in range(n_occ) for a in range(n_vir)]).T
assert np.allclose(S.T @ S, np.eye(4), atol=1e-12)
assert abs(ref @ H @ ref - E_HF) < 1e-10
assert np.max(np.abs(S.T @ H @ ref)) < 1e-9       # singles do not mix with HF
assert np.allclose(S.T @ H @ S - E_HF * np.eye(4), A, atol=1e-9)

# one-sum pair form, with the reference rebuilt from the rotated holes
psi = S @ X.ravel()
ref_rotated = closed_shell(hole)
assert np.allclose(ref_rotated, ref, atol=1e-12)
pairs = [singlet_pair(hole[:, k], particle[:, k], ref_rotated)
         for k in range(2)]
assert np.allclose(sigma[0] * pairs[0] + sigma[1] * pairs[1], psi, atol=1e-12)
assert abs(psi @ psi - 1) < 1e-12 and abs(lam.sum() - 1) < 1e-12
overlap_one_pair = (pairs[0] @ psi)**2
assert abs(overlap_one_pair - lam[0]) < 1e-12

# weights as occupations, read from the density matrix of the many-body state
gamma = np.zeros((n_site, n_site))
for s in range(2):
    removed = np.array([orbital_annihilator(C[:, p], s) @ psi
                        for p in range(n_site)])
    gamma += removed @ removed.T
hole_density = 2 * np.eye(n_occ) - gamma[:n_occ, :n_occ]
particle_density = gamma[n_occ:, n_occ:]
assert np.allclose(hole_density, X @ X.T, atol=1e-12)
assert np.allclose(particle_density, X.T @ X, atol=1e-12)
assert np.allclose(np.linalg.eigvalsh(hole_density)[::-1], lam, atol=1e-12)
assert np.allclose(np.linalg.eigvalsh(particle_density)[::-1], lam, atol=1e-12)

# closed form for two occupied and two virtual orbitals
det_X = X[0, 0] * X[1, 1] - X[0, 1] * X[1, 0]
root = np.sqrt(1 - 4 * det_X**2)
assert np.allclose([(1 + root) / 2, (1 - root) / 2], lam, atol=1e-10)

# best single pair by scanning every hole and particle direction;
# the grid step of pi/1800 limits the agreement to a few 1e-6
angle = np.linspace(0, np.pi, 1801)
directions = np.array([np.cos(angle), np.sin(angle)])
scan_best = np.max((directions.T @ X @ directions)**2)
assert scan_best <= lam[0] + 1e-12 and lam[0] - scan_best < 1e-5

# ---------- bound for r pairs on a larger matrix, searched without SVD ----------
M = rng.normal(size=(5, 7))
M /= np.linalg.norm(M)
lam_M = np.linalg.svd(M, compute_uv=False)**2
searched = []
for r in range(1, 5):
    right = rng.normal(size=(7, r))
    for _ in range(3000):                   # alternating least squares
        left = np.linalg.solve(right.T @ right, right.T @ M.T).T
        right = np.linalg.solve(left.T @ left, left.T @ M).T
    Y = left @ right.T
    searched.append(np.sum(M * Y)**2 / np.sum(Y * Y))
assert np.allclose(searched, np.cumsum(lam_M)[:4], atol=1e-7)

# random orthonormal frames never beat the NTO weights
padded = np.concatenate([lam_M, np.zeros(30)])
smallest_number = np.inf
for _ in range(2000):
    left = np.linalg.qr(rng.normal(size=(5, 5)))[0]
    right = np.linalg.qr(rng.normal(size=(7, 7)))[0]
    p_sorted = np.sort(((left.T @ M @ right)**2).ravel())[::-1]
    assert np.all(np.cumsum(p_sorted) <= np.cumsum(padded) + 1e-12)
    smallest_number = min(smallest_number, 1 / np.sum(p_sorted**2))
number_M = 1 / np.sum(lam_M**2)
assert smallest_number >= number_M

number_canonical = 1 / np.sum(X**4)
number_nto = 1 / np.sum(lam**2)
assert number_nto <= number_canonical + 1e-12


# ---------- output ----------
def row(values, digits=4):
    return " ".join(f"{v:.{digits}f}" for v in np.ravel(values) + 0.0)


print("site positions (bohr):", row(position, 1))
print("on-site repulsion U (hartree):", row(U_site, 2))
print("hoppings 1-2, 2-3, 3-4 (hartree):",
      row([hop_1, hop_between, hop_2], 2))
print("repulsion G from site 1 to sites 1-4 (hartree):", row(G[0]))
print("repulsion G between sites 2 and 3 (hartree):", row(G[1, 2]))
print("orbital energies 1-4 (hartree):", row(eps))
for p in range(n_site):
    print(f"canonical orbital {p + 1}, coefficients on sites 1-4:",
          row(C[:, p]))
print("canonical orbitals 1-4, share on dimer 1:", row((C[:2]**2).sum(0)))
print("singlet CIS energies (hartree):", row(omega))
print("lowest singlet energy (eV):", row(omega[0] * EV, 3))
print("X row of orbital 1 (to 3, 4):", row(X[0], 5))
print("X row of orbital 2 (to 3, 4):", row(X[1], 5))
print("canonical weights 1-3, 1-4, 2-3, 2-4:", row(X**2, 5))
print("sum of canonical weights:", row(np.sum(X**2), 5))
print("X X^T entries 11, 12, 22:",
      row([(X @ X.T)[0, 0], (X @ X.T)[0, 1], (X @ X.T)[1, 1]], 5))
print("det X:", row(det_X, 5))
print("square root of 1 - 4 (det X)^2:", row(root, 5))
print("singular values:", row(sigma, 5))
print("NTO weights:", row(lam, 5))
print("sum of NTO weights:", row(lam.sum(), 5))
for k in range(2):
    print(f"u_{k + 1} in canonical orbitals 1, 2:", row(U[:, k], 5))
    print(f"v_{k + 1} in canonical orbitals 3, 4:", row(V[:, k], 5))
for k in range(2):
    print(f"hole {k + 1}, coefficients on sites 1-4:", row(hole[:, k]))
    print(f"particle {k + 1}, coefficients on sites 1-4:",
          row(particle[:, k]))
print("holes 1, 2, share on dimer 1:", row((hole[:2]**2).sum(0)))
print("particles 1, 2, share on dimer 1:", row((particle[:2]**2).sum(0)))
print("squared overlap of state with first NTO pair:",
      row(overlap_one_pair, 5))
print("best single pair found by angle scan:", row(scan_best, 5))
print("effective number of terms, canonical:", row(number_canonical, 3))
print("effective number of terms, NTO:", row(number_nto, 3))
print("random 5x7 matrix, NTO weights:", row(lam_M))
print("random 5x7, cumulative weights r=1-4:", row(np.cumsum(lam_M)[:4]))
print("random 5x7, best r pairs by search r=1-4:", row(searched))
print("random 5x7, effective number of terms, NTO:", row(number_M, 3))
print("random 5x7, smallest number in 2000 random frames:",
      row(smallest_number, 3))
print("tests ok")
```

Output:

```
site positions (bohr): 0.0 2.5 7.5 10.0
on-site repulsion U (hartree): 0.40
hoppings 1-2, 2-3, 3-4 (hartree): -0.10 -0.03 -0.11
repulsion G from site 1 to sites 1-4 (hartree): 0.4000 0.2828 0.1265 0.0970
repulsion G between sites 2 and 3 (hartree): 0.1789
orbital energies 1-4 (hartree): -0.0643 -0.0293 0.4293 0.4643
canonical orbital 1, coefficients on sites 1-4: 0.3981 0.4459 0.5844 0.5488
canonical orbital 2, coefficients on sites 1-4: 0.5844 0.5488 -0.3981 -0.4459
canonical orbital 3, coefficients on sites 1-4: 0.5844 -0.5488 -0.3981 0.4459
canonical orbital 4, coefficients on sites 1-4: 0.3981 -0.4459 0.5844 -0.5488
canonical orbitals 1-4, share on dimer 1: 0.3573 0.6427 0.6427 0.3573
singlet CIS energies (hartree): 0.2484 0.2837 0.3609 0.3706
lowest singlet energy (eV): 6.758
X row of orbital 1 (to 3, 4): 0.14771 0.44496
X row of orbital 2 (to 3, 4): 0.87085 0.14771
canonical weights 1-3, 1-4, 2-3, 2-4: 0.02182 0.19799 0.75838 0.02182
sum of canonical weights: 1.00000
X X^T entries 11, 12, 22: 0.21980 0.19435 0.78020
det X: -0.36567
square root of 1 - 4 (det X)^2: 0.68201
singular values: 0.91706 0.39874
NTO weights: 0.84100 0.15900
sum of NTO weights: 1.00000
u_1 in canonical orbitals 1, 2: 0.29859 0.95438
v_1 in canonical orbitals 3, 4: 0.95438 0.29859
u_2 in canonical orbitals 1, 2: 0.95438 -0.29859
v_2 in canonical orbitals 3, 4: -0.29859 0.95438
hole 1, coefficients on sites 1-4: 0.6766 0.6569 -0.2054 -0.2617
particle 1, coefficients on sites 1-4: 0.6766 -0.6569 -0.2054 0.2617
hole 2, coefficients on sites 1-4: 0.2054 0.2617 0.6766 0.6569
particle 2, coefficients on sites 1-4: 0.2054 -0.2617 0.6766 -0.6569
holes 1, 2, share on dimer 1: 0.8893 0.1107
particles 1, 2, share on dimer 1: 0.8893 0.1107
squared overlap of state with first NTO pair: 0.84100
best single pair found by angle scan: 0.84100
effective number of terms, canonical: 1.625
effective number of terms, NTO: 1.365
random 5x7 matrix, NTO weights: 0.5153 0.2145 0.1704 0.0818 0.0180
random 5x7, cumulative weights r=1-4: 0.5153 0.7299 0.9002 0.9820
random 5x7, best r pairs by search r=1-4: 0.5153 0.7299 0.9002 0.9820
random 5x7, effective number of terms, NTO: 2.877
random 5x7, smallest number in 2000 random frames: 5.185
tests ok
```
